# Effective Diffusivity of Copper in p-Type Silicon with Fast Acceptor Pairing

## Definitions and conventions

Silicon contains a uniform density $N$ of ionized acceptors of charge $-1$, fixed in the lattice. Copper occurs in two forms: an interstitial ion of charge $+1$, with density $c$ and diffusivity $D_i$, and a neutral, immobile copper–acceptor pair, with density $p$. The total copper density is

$$C=c+p. \tag{1}$$

Densities depend on one coordinate $x$ and on time $t$; a prime denotes $\partial/\partial x$. The hole density is $h$, the electric field $E$, the relative permittivity $\varepsilon$, and the thermal energy $kT$, with $T$ uniform. The algebra uses atomic units, so the elementary charge and $4\pi\varepsilon_0$ are one. Numbers are in the units of device work, with angstrom for atomic distances.

The effective diffusivity relates the copper flux $J$ to the gradient of total copper:

$$J=-D_{\rm eff}(C)\,C'. \tag{2}$$

Such a relation exists if $c$ and $E$ are both fixed by the local value of $C$ and its gradient. Fast pairing supplies the first condition, and mobile holes supply the second.

## The pairing equilibrium

Let a volume $V$ hold $A=NV$ acceptors, $n=CV$ copper atoms and $S$ interstitial sites away from acceptors. Each acceptor has $Z$ neighbouring sites but binds at most one copper atom, with energy $E_b$ relative to a distant site. Vibrational entropy is taken to be the same for bound and free copper. The statistical weight of a state with $P$ pairs is

$$W(P)=\binom{A}{P}Z^P e^{PE_b/kT}\binom{S}{n-P}. \tag{3}$$

The factors count the occupied acceptors, the positions beside them, the Boltzmann weight and the placements of free copper. Adding one pair changes the weight by

$$\frac{W(P+1)}{W(P)}=\frac{A-P}{P+1}\,Ze^{E_b/kT}\,\frac{n-P}{S-n+P+1}. \tag{4}$$

At the maximum of $W$ this ratio is one. For large numbers, $P+1\simeq P$. Copper and acceptors are sparse on the lattice, so the last denominator is nearly $S\simeq N_sV$, where $N_s$ is the density of interstitial sites. Dividing by $V^2$ gives

$$\frac{c(N-p)}{p}=K,\qquad K=\frac{N_s}{Z}e^{-E_b/kT}. \tag{5}$$

The dissociation constant $K$ is a density. It equals the free-copper density at which half the acceptors are paired, as setting $p=N/2$ shows.

## Fast exchange removes the reaction term

Let $\Gamma$ be the net rate of pair formation per volume. With capture coefficient $k_c$,

$$\Gamma=k_c\left[c(N-p)-Kp\right]. \tag{6}$$

The release coefficient is $k_cK$, because $\Gamma$ must vanish in the equilibrium (5). Since pairs do not move,

$$\frac{\partial c}{\partial t}=-J'-\Gamma,\qquad \frac{\partial p}{\partial t}=\Gamma. \tag{7}$$

The sum contains no reaction term:

$$\frac{\partial C}{\partial t}=-J'. \tag{8}$$

If exchange is fast compared with transport, (5) holds at each position while $C$ changes slowly. Expanding $c(N-p)=Kp$ and collecting $p$ gives

$$p=\frac{Nc}{K+c}. \tag{9}$$

Insert this into (1) and multiply by $K+c$:

$$(C-c)(K+c)=Nc,$$

$$c^2+(K+N-C)c-KC=0. \tag{10}$$

The product of the roots is $-KC<0$, so there is one positive root:

$$c=\frac{-(K+N-C)+\sqrt{(K+N-C)^2+4KC}}{2}. \tag{11}$$

The flux needs the derivative of $c$ with respect to $C$. From (1) and (9),

$$\frac{dC}{dc}=1+N\frac{(K+c)-c}{(K+c)^2}=1+\frac{NK}{(K+c)^2},$$

and inversion gives

$$\frac{dc}{dC}=\frac{(K+c)^2}{(K+c)^2+KN}. \tag{12}$$

This is the fraction of a small addition of copper that remains mobile. It differs from the mobile fraction $c/C$ once pairing begins to use up the acceptors.

## The field set up by the holes

Mobile copper is charged, so its gradient cannot be treated alone. Over distances much longer than the Debye length the material is nearly neutral. Pairs carry no net charge, and electrons are neglected for $N-C\gg n_i$, where $n_i$ is the intrinsic carrier density. Positive and negative charge then balance as

$$h+c=N-p,\qquad\text{hence}\qquad h=N-C. \tag{13}$$

Each copper atom removes one hole, whether it is free or paired. A free ion adds a positive charge; a paired ion cancels an acceptor.

For nondegenerate holes of diffusivity $D_h$, the Einstein relation gives the hole flux

$$J_h=-D_hh'+\frac{D_h}{kT}hE. \tag{14}$$

At open circuit $J_h=-J$. Solving (14) for the field gives

$$\frac{E}{kT}=\frac{h'}{h}-\frac{J}{D_hh}. \tag{15}$$

The copper flux, with diffusion and drift in the same field, is

$$J=-D_ic'+\frac{D_i}{kT}cE. \tag{16}$$

Substituting (15) and moving the term in $J$ to the left yields

$$J\left(1+\frac{D_ic}{D_hh}\right)=-D_i\left(c'-c\frac{h'}{h}\right). \tag{17}$$

Holes diffuse much faster than copper, so the second term in the bracket on the left is dropped when $D_ic\ll D_hh$. The remaining flux can also be written

$$J=-D_i\left(c'-c\frac{h'}{h}\right)=-D_ih\left(\frac{c}{h}\right)'. \tag{18}$$

For uniform $N$, (13) gives $h'=-C'$, while $c'=(dc/dC)C'$. Therefore

$$J=-D_i\left[\frac{dc}{dC}+\frac{c}{N-C}\right]C'. \tag{19}$$

Comparison with (2), followed by (12), gives the effective diffusivity:

$$\boxed{D_{\rm eff}=D_i\left[\frac{(K+c)^2}{(K+c)^2+KN}+\frac{c}{N-C}\right]} \tag{20}$$

with $c(C)$ from (11). Equation (8) becomes

$$\frac{\partial C}{\partial t}=\frac{\partial}{\partial x}\left(D_{\rm eff}(C)\frac{\partial C}{\partial x}\right). \tag{21}$$

The trapping term in (20) is at most one. The field term is positive: where copper is dense, holes are sparse, and the field points toward the larger hole density. It therefore drives positive copper down its own gradient.

## Limits of the result

**Dilute copper.** For $C\ll N$, (10) gives $c\simeq KC/(K+N)$, so $c\ll K$ as well. At leading order (20) becomes

$$D_{\rm eff}^{(0)}=\frac{D_i}{1+N/K}=D_i\frac{K}{K+N}. \tag{22}$$

The same factor is the fraction of time a copper atom spends free. To find when this simple law begins to fail, expand the trapping term to first order in $c$. Its derivative at $c=0$ is $2N/(K+N)^2$, so its change is $2NKC/(K+N)^3$. The field term is $KC/[N(K+N)]$ at the same order. Division of both by $K/(K+N)$ gives

$$D_{\rm eff}\simeq D_{\rm eff}^{(0)}\left[1+\frac{2NC}{(K+N)^2}+\frac{C}{N}\right]. \tag{23}$$

For strong trapping, $N\gg K$, the bracket is $1+3C/N$. Two parts of the increase come from filling the traps and one from the field.

**Strong trapping at finite loading.** If $KN\ll(N-C)^2$, (10) gives $c\simeq KC/(N-C)$ and hence $K+c\simeq KN/(N-C)$. The square of this quantity is small compared with $KN$, so the trapping term is approximately $KN/(N-C)^2$. The field term is $KC/(N-C)^2$. Their sum gives

$$D_{\rm eff}\simeq D_iK\frac{N+C}{(N-C)^2}. \tag{24}$$

**Weak trapping.** For $K\gg N$, nearly all copper is free and the trapping term approaches one. Then $D_{\rm eff}\simeq D_iN/(N-C)$, up to a relative decrease of order $N/K$ from residual pairing. It exceeds $D_i$ once $C/(N-C)$ is larger than about $N/K$. Pairing slows copper, but the hole field can speed it up.

**Near compensation.** As $C\to N$, the field term in (20) diverges, because both electrons and the small term in (17) were dropped. Of these two, electrons set the limit first in the example. With electron density $n_e$, neutrality reads $h-n_e=N-C$, and $hn_e=n_i^2$ gives $n_e'=-n_eh'/h$. Thus $h'(1+n_e/h)=-C'$, and the denominator $N-C$ in the field term is replaced by $h+n_e=\sqrt{(N-C)^2+4n_i^2}$. Neutrality must still hold over the profile length, a stricter demand when carriers are few. For a small disturbance of wavenumber $q$, Poisson's equation adds $\varepsilon kTq^2/4\pi$ to this denominator. At 300 K this is $1.7\times10^{9}$ cm$^{-3}$ for $1/q=100$ µm but $6.6\times10^{10}$ cm$^{-3}$ for a wavelength of 100 µm, compared with $2n_i\approx2\times10^{10}$ cm$^{-3}$. For the shorter disturbance, neutrality fails before electrons matter.

## Temperature dependence

Take $D_i=D_0e^{-E_m/kT}$, with constant prefactor $D_0$ and migration energy $E_m$, and let $\beta=1/kT$. From (5), $-d\ln K/d\beta=E_b$. The logarithm of (22) is $\ln D_i+\ln K-\ln(K+N)$, so the local activation energy of the dilute diffusivity is

$$E_{\rm act}=-\frac{d\ln D_{\rm eff}^{(0)}}{d\beta}
=E_m+E_b-\frac{K}{K+N}E_b
=E_m+\frac{N}{K+N}E_b. \tag{25}$$

The binding energy enters in proportion to the bound fraction. An Arrhenius plot is therefore curved through the temperature range in which pairs dissociate.

## How fast exchange must be

An isolated acceptor attracts copper with potential energy $-1/(\varepsilon r)$. Define the Coulomb capture radius $R_c=1/(\varepsilon kT)$, where the attraction equals $kT$. If $u(r)$ is the copper density around the acceptor, the steady inward current is

$$I=4\pi r^2D_i\left(\frac{du}{dr}+\frac{R_c}{r^2}u\right). \tag{26}$$

Multiplication by $e^{-R_c/r}$ turns the bracket into a total derivative:

$$\frac{d}{dr}\left(ue^{-R_c/r}\right)=\frac{I}{4\pi D_i}\frac{e^{-R_c/r}}{r^2}. \tag{27}$$

Capture at the pair distance $r_p$ sets $u(r_p)=0$; far away $u=c$. The integral of $e^{-R_c/r}/r^2$ from $r_p$ to infinity is $(1-e^{-R_c/r_p})/R_c$. Hence

$$k_c=\frac{I}{c}=\frac{4\pi D_iR_c}{1-e^{-R_c/r_p}}. \tag{28}$$

Now consider a small dilute disturbance with $c$ and $p$ proportional to $e^{iqx-st}$. Write $g=D_iq^2$, $a=k_cN$ and $b=k_cK$. The field is negligible at this order, and (7) gives

$$(g+a-s)c=bp,\qquad (b-s)p=ac. \tag{29}$$

Eliminating the amplitudes gives

$$s^2-(a+b+g)s+gb=0. \tag{30}$$

For the slow root, write $s=(gb+s^2)/(a+b+g)$. At first order $s=gb/(a+b)$. Inserting this in $s^2$ and expanding the denominator to second order in $g$,

$$s\simeq\frac{gb}{a+b}\left[1-\frac{g}{a+b}+\frac{gb}{(a+b)^2}\right]
=D_{\rm eff}^{(0)}q^2\left[1-\frac{D_iq^2a}{(a+b)^2}\right]. \tag{31}$$

The expansion requires $D_iq^2\ll a+b$. This is the condition for fast exchange, and it makes the last term much less than one. A small last term alone is not enough, because for $b\gg a$ it can be small while $D_iq^2$ exceeds $a+b$. Since $a/(a+b)^2<1/a$, it is enough that capture, at rate $a$, is much faster than free diffusion over the length $1/q$, at rate $D_iq^2$. Faster release only makes the correction smaller.

## Example: copper in boron-doped silicon

The parameters are rough typical values: $N=1.0\times10^{16}$ cm$^{-3}$, $T=300$ K, $D_0=3.0\times10^{-4}$ cm$^2$/s, $E_m=0.18$ eV, $E_b=0.43$ eV and $\varepsilon=11.7$. A silicon cubic cell of edge 5.43 angstrom has eight tetrahedral interstitial sites, so $N_s=5.00\times10^{22}$ cm$^{-3}$. Four of these sites lie nearest to a substitutional acceptor, at 2.35 angstrom. With $kT=0.02585$ eV,

$$K=\frac{5.00\times10^{22}}{4}e^{-0.43/0.02585}
=7.5\times10^{14}\ {\rm cm^{-3}}.$$

Thus $N/K=13.4$, and 93% of dilute copper is bound. The free-ion diffusivity is $D_i=2.84\times10^{-7}$ cm$^2$/s, so

$$D_{\rm eff}^{(0)}=\frac{2.84\times10^{-7}}{1+13.4}
=2.0\times10^{-8}\ {\rm cm^2/s},$$

or 2.0 µm$^2$/s. For dilute copper spreading from a plane, the mean square displacement is $2D_{\rm eff}^{(0)}t$. An rms distance of 100 µm takes about 2500 s, against 176 s without pairing. Equation (25) gives $E_{\rm act}=0.18+0.93\times0.43=0.58$ eV.

At fixed doping and temperature, (11) and (20) give the following dependence on loading.

| $C/N$ | trapping term | field term | $D_{\rm eff}$ (cm$^2$/s) |
|---:|---:|---:|---:|
| 0.01 | 0.071 | 0.001 | $2.0\times10^{-8}$ |
| 0.10 | 0.083 | 0.008 | $2.6\times10^{-8}$ |
| 0.30 | 0.123 | 0.040 | $4.6\times10^{-8}$ |
| 0.50 | 0.193 | 0.118 | $8.8\times10^{-8}$ |
| 0.80 | 0.388 | 0.715 | $3.1\times10^{-7}$ |

At $C/N=0.8$ the field term is the larger one and the two terms sum to 1.10, so a small disturbance about this uniform loading spreads slightly faster than free ions without a field, although most of the copper is still paired. A whole profile that peaks at this loading and falls to zero spreads more slowly than free ions, because $D_{\rm eff}$ is much lower on its flanks. Since $D_{\rm eff}$ rises with $C$, a given flux requires a steeper gradient where copper is sparse.

For dilute copper at 300 K, raising $N$ from $10^{14}$ to $10^{17}$ cm$^{-3}$ lowers $D_{\rm eff}$ from $2.5\times10^{-7}$ to $2.1\times10^{-9}$ cm$^2$/s if $K$ is unchanged and all acceptors are ionized. Screening and incomplete ionization would raise the last value by about half. At fixed $N=10^{16}$ cm$^{-3}$, heating from 300 to 400 K raises the dilute $D_{\rm eff}$ to $1.3\times10^{-6}$ cm$^2$/s, close to the free value of $1.6\times10^{-6}$ cm$^2$/s. Most pairs have then dissociated.

The conditions of the derivation are well met at this scale. Here $R_c=47.6$ angstrom, and (28) gives $a=1.7\times10^4$ s$^{-1}$ and $b=1.3\times10^3$ s$^{-1}$. For $1/q=100$ µm the relative correction in (31) is $1.4\times10^{-7}$. The Debye length, $(4\pi R_cN)^{-1/2}$, is 0.04 µm. Even at $C/N=0.8$, a hole diffusivity of order 10 cm$^2$/s makes the neglected ratio in (17) of order $10^{-8}$.

## Comparison with real silicon

The example represents the regime of interstitial copper in moderately boron-doped silicon, but its diffusivity is a model value, not a measurement. The result depends strongly on the binding energy: lowering $E_b$ by 0.03 eV multiplies the dilute $D_{\rm eff}$ by 2.8, and raising it by the same amount multiplies it by 0.33. Here $E_b$ is an effective value that stands for all bound positions near the acceptor. If it described the nearest sites alone, and more distant sites had the Coulomb energy $-1/(\varepsilon r)$, those sites would lower $D_{\rm eff}$ by a further factor of about four. Nearly all of this would come from the second shell, at 2.7 angstrom, whose Coulomb energy of 0.45 eV would exceed $E_b$ itself and where a bulk permittivity is doubtful. If instead the binding falls from $E_b$ at the nearest sites by the Coulomb difference $1/(\varepsilon r_p)-1/(\varepsilon r)$, the decrease is only about 9%. Screening stabilizes the separated ions by $1/(\varepsilon\lambda)$ in total, where $\lambda$ is the Debye length; this multiplies $K$ by $e^{R_c/\lambda}$ and raises $D_{\rm eff}$ by about 11%. Both estimates are rough. Real wafers also break the assumption that copper is conserved in solution, because it can precipitate or reach a surface. A precipitate of radius $r_s$ absorbs copper at the rate $4\pi r_sD_ic=4\pi r_sD_{\rm eff}^{(0)}C$ if its charge is ignored. For an assumed $10^7$ precipitates per cm$^3$ with $r_s=0.1$ µm, about 6% of the copper is lost during the 100 µm spread. The loss grows in proportion to precipitate density while it remains small.

## Consequence for gettering

Equation (18) was obtained before $N$ was taken as uniform, so it also describes a wafer whose doping varies. At equilibrium $J=0$, and $c/h$ is constant. In two wide, nondegenerate regions with dilute copper, $h\simeq N$ and $C=c(1+N/K)$. With the same $K$ in both,

$$\frac{C_2}{C_1}=\frac{N_2(K+N_2)}{N_1(K+N_1)}. \tag{32}$$

The factor $N_2/N_1$ comes from the electrostatic potential, and the factor $(K+N_2)/(K+N_1)$ comes from pairing. For $N_1,N_2\gg K$ the ratio approaches $(N_2/N_1)^2$. In real boron-doped silicon this is an upper estimate at high doping, because screening raises $K$ and incomplete ionization lowers $h$. At 300 K, with $N_1=10^{16}$ cm$^{-3}$, the two effects reduce the ratio by roughly 30% for $N_2=10^{17}$ cm$^{-3}$ and several-fold for $N_2=10^{18}$ cm$^{-3}$. The more heavily doped region therefore holds copper at a higher density, while (22) shows that copper also moves more slowly within it. The total amount it holds depends on its thickness as well: a thin doped layer can hold less copper than the rest of the wafer. Equation (32) gives the final distribution, not the time to reach it. It does not apply to degenerate layers, to copper loadings comparable with the doping, or where precipitation competes. It also needs $N_1,N_2\gg n_i$, which fails in hot anneals; the factor $N_2/N_1$ is then replaced by $h_2/h_1$, with $h=N/2+\sqrt{N^2/4+n_i^2}$. The quadratic law needs $N_1,N_2\gg K$ and so holds only near room temperature, since $K$ is already about $6\times10^{17}$ cm$^{-3}$ at 500 K. At 900 K, with $n_i$ about $4\times10^{17}$ cm$^{-3}$, $N_1=10^{16}$ cm$^{-3}$ and $N_2=10^{18}$ cm$^{-3}$, the model ratio is about 3, while (32) gives about 100.

Numbers in the example were calculated in double precision.
